\section*{Expected Number of Severe Necks on a Line with Gaussian Width}

\section{What scaling and symmetry fix}

A metal line runs along $x$ and has local width $w(x)$, with mean $w_0$ and rms fluctuation $\sigma_w$. A severe neck is a stretch where $w$ is below a chosen level $w_c<w_0$. Let $\nu$ be the mean number of downward passages through $w_c$ per unit length.

Lengths along the line and lengths across it can be rescaled independently. Shifting all widths and the level by the same amount, or multiplying them by a common positive factor, leaves the number of passages unchanged. For Gaussian fluctuations of given correlation shape, the transverse quantities can therefore enter only through
\begin{equation}
u=\frac{w_0-w_c}{\sigma_w}.
\end{equation}
Stretching $x$ by a factor $a$ divides $\nu$ by $a$. If the correlation function has the form $R(r/\xi)$, it follows that $\nu=F(u)/\xi$, where $F$ may depend on the shape $R$.

Symmetry restricts $F$ further. The reflection $w\to2w_0-w$ turns downward passages at depth $u$ into upward passages at depth $-u$. Reversing $x$ turns these into downward passages. Both operations preserve the statistics of a stationary Gaussian width, so $F(u)=F(-u)$. What remains to be found is the function $F$ and the feature of the correlation shape on which it depends.

\section{Model and theorem}

Let $e_R$ and $e_L$ be the displacements of the two edges, both measured in the same transverse direction, so that
\begin{equation}
w(x)=w_0+e_R(x)-e_L(x).
\end{equation}
The assumptions are as follows.

(A1) The displacements are jointly Gaussian and stationary, with zero mean. Each has covariance $\sigma_e^2\rho(r)$, with $\rho(0)=1$ and $\rho$ even. Their cross-covariance is $c\,\sigma_e^2\rho(r)$, with $-1\le c<1$.

(A2) The paths $w(x)$ are continuous.

(A3) The covariance is smooth at the origin:
\begin{equation}
\rho(h)=1-\tfrac12mh^2+o(h^2),\qquad 0<m<\infty .
\label{smooth}
\end{equation}

The width covariance follows by multiplying out the two differences:
\begin{align}
C_w(r)&=\langle[e_R(x)-e_L(x)][e_R(x+r)-e_L(x+r)]\rangle\nonumber\\
&=\sigma_e^2\rho(r)(1-c-c+1)=2\sigma_e^2(1-c)\rho(r).
\end{align}
Hence $\sigma_w^2=2\sigma_e^2(1-c)$. Edges that move together ($c\to1$) make the line wander without changing $w$, the width measured along the fixed transverse direction. The shortest distance across a slanted stretch is smaller than $w$, only slightly when the edge slopes are small. At deep levels even this small shift matters: in the worked example below, defining necks by the shortest distance instead of $w$ raises the count by roughly $10$ to $15\%$. Opposed edges ($c=-1$) give the largest value, $\sigma_w=2\sigma_e$.

The counts need a precise definition. Let $N$ be the largest number $k$ for which there are points $a_1<b_1<a_2<\dots<a_k<b_k$ in $[0,L]$ with $w(a_i)>w_c$ and $w(b_i)<w_c$. This is the number of downward passages; if $k$ can be arbitrarily large, $N$ is infinite. Two intervals below $w_c$ count as separate necks if the width exceeds $w_c$ somewhere between them; if it merely touches $w_c$, they count as one. Let $M$ be the number of necks.

\paragraph{Theorem.} Under (A1)--(A3),
\begin{equation}
\langle N\rangle=\nu L,\qquad
\nu=\frac{\sqrt m}{2\pi}e^{-u^2/2},
\label{rice}
\end{equation}
and, with $\Phi$ the standard normal distribution function,
\begin{equation}
\langle M\rangle=\nu L+\Phi(-u).
\label{necks}
\end{equation}

Equation (\ref{rice}) is Rice's formula. It is even in $u$, as required, and of the whole correlation shape only the curvature at the origin enters. No independence between distant parts of the line is needed, because expectations add whether or not the events are correlated.

\section{Two lemmas}

\paragraph{Lemma 1 (counting on a grid).} Let $h_n=L/2^n$, and let $P(h)$ be the probability that $w(0)>w_c>w(h)$. Under (A1) and (A2),
\begin{equation}
\langle N\rangle=L\lim_{n\to\infty}\frac{P(h_n)}{h_n},
\label{grid}
\end{equation}
where the limit may be infinite.

\emph{Proof.} Let $N_n$ be the number of grid steps that start above $w_c$ and end below it. The grids together have countably many points, and at each of them $w=w_c$ has probability zero, so this event can be ignored.

Halving a step that goes from above to below adds a midpoint. If the midpoint is above, the second half goes down through the level; if it is below, the first half does. Thus $N_{n+1}\ge N_n$. Also $N_n\le N$, since the end points of the counted steps supply the points $a_i,b_i$. (If one step ended where the next began, that point would be both below and above, so the points are distinct.)

Conversely, take any $k$ pairs $a_i,b_i$ allowed in the definition of $N$. By continuity the strict inequalities persist near each point, so for large $n$ each can be replaced by a nearby grid point without changing the order. Between the new $a_i$ and $b_i$ at least one grid step goes from above to below, so $N_n\ge k$. Therefore $N_n$ increases to $N$, and monotone convergence gives $\langle N_n\rangle\to\langle N\rangle$. By stationarity each of the $L/h_n$ steps contributes $P(h_n)$. $\square$

\paragraph{Lemma 2 (one grid step).} Let $|\rho(h)|<1$ and $\theta_h=\arccos\rho(h)$. Then
\begin{equation}
P(h)=\frac1{2\pi}\int_0^{\theta_h}
\exp\!\left(-\frac{u^2}{1+\cos\theta}\right)d\theta .
\label{angle}
\end{equation}

\emph{Proof.} Put $X=[w(0)-w_0]/\sigma_w$ and $Y=[w(h)-w_0]/\sigma_w$. These are standard normal variables with correlation $\rho(h)$, and the event is $X>-u>Y$. For a general correlation $s$ their joint density is
\begin{equation}
\phi_2(x,y;s)=\frac1{4\pi^2}\iint
e^{-i(px+qy)}e^{-(p^2+2spq+q^2)/2}\,dp\,dq .
\end{equation}
Differentiating with respect to $s$ brings down $-pq$. Differentiating with respect to $x$ and $y$ brings down $(-ip)(-iq)=-pq$. Hence $\partial_s\phi_2=\partial_x\partial_y\phi_2$.

Let $Q(s)$ be the probability of the event at correlation $s$. Since $\phi_2$ and its derivatives vanish at infinity,
\begin{align}
\frac{dQ}{ds}&=\int_{-\infty}^{-u}dy\int_{-u}^{\infty}dx\,
\partial_x\partial_y\phi_2
=-\int_{-\infty}^{-u}dy\,\partial_y\phi_2(-u,y;s)\nonumber\\
&=-\phi_2(-u,-u;s).
\end{align}
To fix the constant, write $Y=sX+\sqrt{1-s^2}\,Z$ with $Z$ standard normal and independent of $X$. As $s\to1$, $Y\to X$, and $X=-u$ has probability zero, so $Q(s)\to0$. Integrating from $\rho(h)$ to $1$ gives
\begin{equation}
P(h)=\int_{\rho(h)}^1\phi_2(-u,-u;s)\,ds .
\end{equation}
The exponent of the density at equal arguments is
\begin{equation}
-\frac{u^2-2su^2+u^2}{2(1-s^2)}
=-\frac{u^2(1-s)}{(1-s)(1+s)}=-\frac{u^2}{1+s},
\end{equation}
and its prefactor is $1/(2\pi\sqrt{1-s^2})$. With $s=\cos\theta$ one has $ds=-\sin\theta\,d\theta$ and $\sqrt{1-s^2}=\sin\theta$. The sines cancel, and reversing the limits removes the minus sign, which gives (\ref{angle}). $\square$

\section{Proof of the theorem}

On the integration range $\rho(h)\le\cos\theta\le1$. Bounding the integrand of (\ref{angle}) by its end values gives
\begin{equation}
\frac{\theta_h}{2\pi}e^{-u^2/[1+\rho(h)]}
\le P(h)\le\frac{\theta_h}{2\pi}e^{-u^2/2}.
\label{sandwich}
\end{equation}
From (\ref{smooth}), $2\sin^2(\theta_h/2)=1-\rho(h)=\frac12mh^2+o(h^2)$. Taking the positive root gives $\theta_h=\sqrt m\,h\,[1+o(1)]$. Since $\rho(h)\to1$, both bounds in (\ref{sandwich}), divided by $h$, tend to $\sqrt m\,e^{-u^2/2}/(2\pi)$. Lemma 1 then gives (\ref{rice}).

For the necks, suppose first that $w(0)>w_c$. Each neck is then entered by one downward passage, and $M=N$. If $w(0)<w_c$, one neck is already open at the start, and $M=N+1$. The second case has probability $\Phi(-u)$, which proves (\ref{necks}). $\square$

\paragraph{Remark (density times slope).} The quotient $[w(x+h)-w(x)]/h$ has variance $2\sigma_w^2[1-\rho(h)]/h^2\to m\sigma_w^2$, so the rms slope is $\tau=\sqrt m\,\sigma_w$. Its covariance with $w(x)$ is $\sigma_w^2[\rho(h)-1]/h\to0$. In the limit, slope and width at the same point are therefore independent Gaussian variables. The downward part of the slope, set to zero where the width rises, has mean
\begin{equation}
\int_0^\infty \frac{v\,e^{-v^2/2\tau^2}}{\sqrt{2\pi}\,\tau}\,dv
=\frac{\tau}{\sqrt{2\pi}} .
\end{equation}
Multiplying by the width density at $w_c$,
\begin{equation}
\frac{e^{-u^2/2}}{\sqrt{2\pi}\,\sigma_w}\,
\frac{\sqrt m\,\sigma_w}{\sqrt{2\pi}}
=\frac{\sqrt m}{2\pi}e^{-u^2/2}=\nu .
\end{equation}
The passage rate is the density of widths at the level times the mean downward part of the slope. This mean counts rising stretches as zero. It is not the mean slope magnitude at the downward passages themselves, which is $\tau\sqrt{\pi/2}$, larger by a factor $\pi$.

\section{Consequences}

\paragraph{Probability of a neck.} Since $M$ is a nonnegative integer, the indicator of $M\ge1$ is at most $M$. Averaging gives
\begin{equation}
\mathrm{Prob}(M\ge1)\le\nu L+\Phi(-u).
\label{bound}
\end{equation}
This is an upper bound. The probability itself depends on how necks cluster, which the mean count does not determine. The bound says nothing once the right side exceeds one.

\paragraph{Neck length.} The expected total length below $w_c$ is $L\Phi(-u)$, because each point is below with probability $\Phi(-u)$. Define the mean neck length $\ell$ as expected total length divided by expected number. For a long line, $\nu L\gg\Phi(-u)$, it becomes $\ell=\Phi(-u)/\nu$. The start term in (\ref{necks}), relative to $\nu L$, is then $\ell/L$: it matters for segments not much longer than a neck.

For large $u$, let $\phi(t)=e^{-t^2/2}/\sqrt{2\pi}$. Since $\phi'=-t\phi$, integration by parts gives
\begin{equation}
\Phi(-u)=\int_u^\infty\frac{t\phi(t)}t\,dt
=\frac{\phi(u)}u-\int_u^\infty\frac{\phi(t)}{t^2}\,dt .
\end{equation}
The last integral lies between zero and $\Phi(-u)/u^2$. Replacing $\Phi(-u)$ by $\phi(u)/u$ thus overestimates it by at most a fraction $1/u^2$ of its value, and
\begin{equation}
\ell\simeq\frac{\phi(u)}{u\nu}=\frac{\sqrt{2\pi}}{u\sqrt m}.
\end{equation}
Deeper levels give rarer and shorter necks.

\paragraph{Sensitivity.} At fixed $w_0-w_c$ and $m$, $\ln\nu=\mathrm{const}-(w_0-w_c)^2/(2\sigma_w^2)$, so
\begin{equation}
\frac{\partial\ln\nu}{\partial\ln\sigma_w}
=\frac{(w_0-w_c)^2}{\sigma_w^2}=u^2 .
\end{equation}
By contrast, $\nu$ is proportional to $1/\xi$ for a fixed correlation shape. When $u^2\gg1$, a small relative change in the roughness amplitude therefore matters far more than the same relative change in the correlation length.

\section{Sampling, and the case where the formula fails}

For the smooth covariance $\rho=e^{-r^2/\xi^2}=1-r^2/\xi^2+\dots$, comparison with (\ref{smooth}) gives $m=2/\xi^2$ and
\begin{equation}
\nu=\frac{e^{-u^2/2}}{\sqrt2\,\pi\,\xi}.
\label{gauss}
\end{equation}
A width sampled at finite step $h$ misses short excursions. Put $q=h^2/\xi^2$. Matching $\cos\theta_h=1-q+q^2/2-\dots$ gives $\theta_h=\sqrt{2q}\,(1-q/6+\dots)$. In (\ref{angle}), $1/(1+\cos\theta)=\frac12(1+\theta^2/4+\dots)$, so the integrand is $e^{-u^2/2}(1-u^2\theta^2/8+\dots)$. The average of $\theta^2$ over the range is $\theta_h^2/3\simeq2q/3$, which lowers the count by a fraction $u^2q/12$. Together,
\begin{equation}
\frac{P(h)}{\nu h}\simeq1-\frac{(u^2+2)h^2}{12\,\xi^2},
\label{deficit}
\end{equation}
to leading order in $h^2$. The step must be small compared with $\xi/u$, not merely with $\xi$. The order $h^2$ belongs to this covariance. A shape such as $(1+a|r|)e^{-a|r|}$ obeys (A3) with $m=a^2$ and has the same $\nu$ at equal $m$, but its deficit is of first order in $h$.

Now take $\rho=e^{-|r|/\xi}$, which has a cusp at the origin and violates (A3). Both lemmas still apply to continuous paths. Here $1-\rho(h)\simeq h/\xi$, hence $\theta_h\simeq\sqrt{2h/\xi}$, and (\ref{sandwich}) gives
\begin{equation}
\frac{P(h)}h\simeq\frac{e^{-u^2/2}}{2\pi}\sqrt{\frac{2}{\xi h}}
\;\longrightarrow\;\infty .
\label{rough}
\end{equation}
The expected number of passages is infinite: around a crossing, the path passes through the level again and again on ever finer scales. A count from sampled data then reflects the step $h$. A finite expected number of passages needs a physical short-wavelength cutoff, which makes $m$ finite and must be known, since $\nu\propto\sqrt m$. The divergence comes from repeated passages within one cluster. The probability of at least one neck does not diverge with it and tends to a limit below one as $h\to0$, so the mean count is then a poor guide to it. Measured edge roughness is often described by $\rho=e^{-|r/\xi|^{2H}}$ with $H<1$, which also violates (A3).

\section{A worked example}

Take the model parameters $w_0=20$ nm, $w_c=14$ nm, $\sigma_e=1$ nm, $c=0.28$, $\xi=20$ nm and $L=10$ mm, with the smooth covariance. At constant thickness and fixed total current, the current density averaged over the cross-section is $20/14\simeq1.4$ times its value at the mean width when $w=w_c$. The width statistics are
\begin{equation}
\sigma_w=\sqrt{2(0.72)}\ \mathrm{nm}=1.2\ \mathrm{nm},\qquad
u=\frac{6}{1.2}=5 .
\end{equation}
The prefactor in (\ref{gauss}) is $0.01125\ \mathrm{nm}^{-1}$: the width passes downward through its own mean about once per 89 nm. The Gaussian factor is $e^{-12.5}=3.727\times10^{-6}$. Therefore
\begin{align}
\nu&=0.01125\times3.727\times10^{-6}\ \mathrm{nm}^{-1}
=4.19\times10^{-8}\ \mathrm{nm}^{-1},\\
\nu L&=4.19\times10^{-8}\times10^7=0.42 .
\end{align}
This is $0.042$ necks per millimetre. The start term, $2.9\times10^{-7}$, is negligible. By (\ref{bound}) the probability of at least one neck is at most $0.42$.

The mean neck length is $6.8$ nm. The large-$u$ expression gives $7.1$ nm, which is $3.7\%$ higher, within the bound $1/u^2=4\%$.

If the edges were uncorrelated, $\sigma_w$ would be $1.414$ nm and $u^2/2=9$. The count would rise by $e^{12.5-9}\simeq33$, to about $14$. Raising $\sigma_w$ by $10\%$ from its original value multiplies the count by $8.8$, to $3.7$. A relative error in $\sigma_w$ well below $1/u^2=4\%$ becomes a relative error about $u^2=25$ times as large in the expected number of severe necks; for larger errors the response is exponential, as the $10\%$ case shows. If $\sigma_w$ is inferred from the roughness of single edges, the edge correlation must be known as well. One number $c$ describes it only under (A1); if the edges are correlated mainly at long wavelengths, $m$ for the width differs from $m$ for a single edge.

Sampling the smooth width at $2$ nm gives $0.410$ instead of $0.419$, a deficit of $2.2\%$ relative to the continuous count; (\ref{deficit}) predicts $27\times0.01/12=2.3\%$. For the exponential covariance with the same $\sigma_w$ and $\xi$, the count is $1.68$ at a step of $1$ nm and $3.65$ at $0.25$ nm. The ratio is $2.17$, not yet the limiting value $2$ of (\ref{rough}), mainly because the factor $1-u^2\theta_h^2/24$ suppresses the coarser count more; the correction to $\theta_h\simeq\sqrt{2h/\xi}$ adds less than $1\%$ to the ratio. With $\theta_h^2\simeq2h/\xi$ it is about $0.90$ at $1$ nm and $0.97$ at $0.25$ nm.

The numerical output below includes a direct integration of the two-point probability at $u=5$, which reproduces the count $0.4194$. Simulated edges test the passage rate at the shallower levels $u=2$ and $u=3$, where events are frequent enough. On open segments of $100$ nm at $u=2$ they give $0.1746\pm0.0016$ necks, against $0.1751$ from (\ref{necks}) and $0.1523$ without the start term.

These comparisons test the mathematics within the Gaussian model. They do not show that a real line has a covariance that is smooth at the origin, or Gaussian width fluctuations five standard deviations from the mean. A Gaussian width also admits negative values; here $w_0/\sigma_w=16.7$, so their weight is negligible beside that of the necks. The serious extrapolation is the tail at $w_c$: a measured $\sigma_w$ describes typical fluctuations, whereas the count depends on rare ones.

\section*{Computed results}
\begin{verbatim}
Angle integral, largest relative deviation: 1.6e-15
Mean width w0 = 20 nm, neck level wc = 14 nm
Edge rms = 1.0 nm, edge correlation c = 0.28
Correlation length xi = 20 nm, line length L = 10 mm
Width rms sigma_w = 1.200 nm
Reduced depth u = 5.000, w0/sigma_w = 16.67
rms slope of width = 0.0849
Gaussian factor exp(-u^2/2) = 3.727e-06
Prefactor sqrt(m)/(2 pi) = 0.01125 per nm
Rice rate nu = 4.194e-08 per nm = 0.0419 per mm
Expected crossings nu*L = 0.4194
Start term Phi(-u) = 2.867e-07
Upper bound on P(at least one neck) = 0.4194
Mean neck length Phi(-u)/nu = 6.835 nm
Large-u neck length sqrt(pi)*xi/u = 7.090 nm
Direct count at step 0.02 nm = 0.4194
Uncorrelated edges: sigma_w = 1.414 nm, u = 4.243, count = 13.888, factor = 33.12
sigma_w raised by 10%: sigma_w = 1.320 nm, u = 4.545, count = 3.671, factor = 8.75
d ln(count)/d ln(sigma_w), direct = 25.000; u^2 = 25.000
Expected count on a sampling grid (smooth; exponential covariance)
  step 4.00 nm: 0.3845; 0.6435
  step 2.00 nm: 0.4101; 1.0796
  step 1.00 nm: 0.4170; 1.6843
  step 0.50 nm: 0.4188; 2.5105
  step 0.25 nm: 0.4192; 3.6483
Exponential case, count ratio when a tiny step is quartered: 2.0003
Simulation: 2000 rings of 4.096 um, step 1.0 nm
Simulated width rms = 1.2018 nm, rms slope = 0.0849
u = 2: crossings per ring 6.2295 +- 0.0536, Rice 6.2384
u = 3: crossings per ring 0.5085 +- 0.0160, Rice 0.5121
Open segments of 100 nm, u = 2: necks 0.1746 +- 0.0016
  formula with start term 0.1751, without 0.1523
Mean neck length, u = 2: simulated 14.89 nm, formula 14.94 nm
\end{verbatim}
